# Clamped films with negative tetragonal shear stiffness and their critical thickness

**Question.** A cubic crystal whose tetragonal shear stiffness $C'=(C_{11}-C_{12})/2$ is negative cannot stay homogeneous in bulk. If the same phase is bonded as a film to a rigid substrate, its uniform in-plane strains are fixed and only three strains, built from gradients along the film normal, remain free. Why can this let the phase survive, and is a positive stiffness for those three strains enough?

**Answer.** For some film orientations, including (001), clamping removes the uniform instability, but it does not forbid shear that varies along the film. Such shear alternates in sign, so it needs no average in-plane strain. What decides survival is whether the film is thin enough for the cost of bending this pattern to zero at the substrate to exceed the energy it gains.

### What clamping removes

Take a film $0<z<h$ that is lattice-matched to its substrate, so that the homogeneous phase carries no stress. The displacement vanishes at $z=0$ and the top is free. "Survival" here means stability against small displacements. With engineering shears $\gamma_{ij}=2e_{ij}$, the cubic elastic energy density $W$ obeys

$$2W=C_{11}\sum_i e_{ii}^2+2C_{12}(e_{xx}e_{yy}+e_{yy}e_{zz}+e_{zz}e_{xx})+C_{44}(\gamma_{xy}^2+\gamma_{yz}^2+\gamma_{zx}^2).$$

Define the two tetragonal strains

$$e_2=e_{xx}-e_{yy},\qquad e_3=(2e_{zz}-e_{xx}-e_{yy})/\sqrt3 .$$

Expanding their squares gives $\sum_i e_{ii}^2=\tfrac13(\mathrm{tr}\,e)^2+\tfrac12(e_2^2+e_3^2)$. Twice the sum of the products of normal strains is $(\mathrm{tr}\,e)^2-\sum_i e_{ii}^2$. Substituting both,

$$2W=K(\mathrm{tr}\,e)^2+C'(e_2^2+e_3^2)+C_{44}(\gamma_{xy}^2+\gamma_{yz}^2+\gamma_{zx}^2),$$

with $K=(C_{11}+2C_{12})/3$. For $C'<0$ a free crystal lowers its energy by a uniform $e_2$ or $e_3$.

In a clamped (001) film, a displacement that is uniform in the plane depends on $z$ alone. Write $a_i=\partial_z u_i$. The surviving strains are $\gamma_{xz}=a_x$, $\gamma_{yz}=a_y$ and $e_{zz}=a_z$. Then $e_2=0$, $e_3=2a_z/\sqrt3$ and $\mathrm{tr}\,e=a_z$, so

$$2W=C_{44}(a_x^2+a_y^2)+\left(K+\tfrac43C'\right)a_z^2,\qquad K+\tfrac43C'=C_{11}.$$

This is positive if $C_{44}>0$ and $K>\tfrac43|C'|$. The strain $e_3$ still occurs, but only together with a volume change, whose cost outweighs the gain.

The argument depends on orientation. For a unit normal $\mathbf n$, the allowed gradients are $\partial_ju_i=a_in_j$, and the reduced stiffness is $\Gamma_{ik}=C_{ijkl}n_jn_l$.

- For a (110) film, take $\mathbf a$ along $[1\bar10]$ with length $a$. Then $e_{xx}=-e_{yy}=a/2$ and all shears vanish, so $2W=C'a^2<0$. Classical clamping fails at once.
- For a (111) film, take the same $\mathbf a$. Then $e_{xx}=-e_{yy}=\gamma_{xz}=-\gamma_{yz}=a/\sqrt6$, and the other strains vanish. Hence $2W=(2C'+C_{44})a^2/3$, positive when $C_{44}>2|C'|$.

### Why three positive stiffnesses are not enough

Return to the (001) film. Let $s$ run along $[110]$ and let the displacement $u(s,z)$ point along $[1\bar10]$. Its components are $u_x=u/\sqrt2$ and $u_y=-u/\sqrt2$, while $\partial_x u=\partial_y u=\partial_s u/\sqrt2$. Therefore

$$e_{xx}=-e_{yy}=\tfrac12\partial_su,\quad \gamma_{xy}=0,\quad \gamma_{xz}=-\gamma_{yz}=\partial_zu/\sqrt2 .$$

So $e_2=\partial_su$, $e_3=0$, and $2W=C'(\partial_su)^2+C_{44}(\partial_zu)^2$. The mirror plane normal to $[1\bar10]$ reverses this displacement and leaves the other two components unchanged. Quadratic cross terms are therefore absent.

Classical elasticity has no internal length to limit how finely $u$ may vary along $s$. A physical limit comes from the cost of strain gradients, modelled here by adding $g(|\nabla e_2|^2+|\nabla e_3|^2)$ to $2W$, with $g>0$. No extra condition is imposed on strain gradients at the two faces. For this displacement the added term is $g[(\partial_s^2u)^2+(\partial_s\partial_zu)^2]$.

Set $u=f(z)\cos ks$. Averaging $\sin^2ks$ and $\cos^2ks$ to one half gives the energy per area

$$\frac E A=\frac14\int_0^h\left[(C'k^2+gk^4)f^2+(C_{44}+gk^2)f'^2\right]dz .$$

Define a mode stiffness $\Lambda$ by $E=\tfrac12\Lambda\int|u|^2dV$. Since the average of $|u|^2$ is $f^2/2$,

$$\Lambda=C'k^2+gk^4+(C_{44}+gk^2)\frac{\int f'^2dz}{\int f^2dz}.$$

Minimizing the last ratio gives $f''=-q^2f$, with $f(0)=0$ at the substrate and $f'(h)=0$ at the free top. The lowest solution is $f=\sin qz$ with $q=\pi/(2h)$, and the ratio equals $q^2$:

$$\Lambda=-|C'|k^2+gk^4+(C_{44}+gk^2)q^2 .$$

For $g=0$ this is negative whenever $k>q\sqrt{C_{44}/|C'|}$, that is, for wavelengths below $4h\sqrt{|C'|/C_{44}}$. Every thickness then has unstable modes.

The classical failure holds for other orientations too. Place inside the film a wave packet with wavevector $k$ along a $[110]$-type direction, polarization along the matching $[1\bar10]$-type direction, and a smooth envelope that vanishes before the faces. Its negative energy grows as $C'k^2$, while terms containing envelope derivatives grow at most as $k$. For large $k$ the negative term wins. Positive $\Gamma$ is thus necessary for classical stability but not sufficient.

### The critical thickness

With $g>0$, write $M=C_{44}$, $c=|C'|$ and $x=gk^2$. Setting $\Lambda=0$ gives the marginal value

$$q^2=\frac1gF(x),\qquad F(x)=\frac{x(c-x)}{M+x}.$$

The film resists this mode at every $k$ if $q^2$ exceeds the maximum of $F/g$. The numerator of $F'(x)$ is

$$(c-2x)(M+x)-x(c-x)=cM-2Mx-x^2 .$$

Its positive root is $x_c=S-M$, with $S=\sqrt{M(M+c)}$. Since $M+x_c=S$,

$$F(x_c)=\frac{(S-M)(c+M-S)}{S}=c+2M-2S=\left(\sqrt{M+c}-\sqrt M\right)^2 .$$

The middle step uses $S^2=M(M+c)$. From $h=\pi/(2q)$,

$$h_c=\frac{\pi}{2}\frac{\sqrt g}{\sqrt{C_{44}+|C'|}-\sqrt{C_{44}}},\qquad gk_c^2=\sqrt{C_{44}(C_{44}+|C'|)}-C_{44}.$$

Multiplying numerator and denominator by the sum of the roots gives $h_c\to\pi\sqrt{gC_{44}}/|C'|$ for $|C'|\ll C_{44}$. The critical thickness diverges as the bulk instability is approached. In the same limit $gk_c^2\to|C'|/2$, so the wavelength also grows, but more slowly.

Strictly, $h_c$ is an upper bound on the survival thickness, because another displacement pattern might soften first. The search for one is limited: lateral variation turns $C'$ into at least $C'+gk^2$ in the energy, so no mode with $gk^2\ge|C'|$ is unstable.

### A film about ten nanometres thick

Take $K=150$ GPa, $C_{44}=70$ GPa, $C'=-2$ GPa and $g=1$ GPa nm², which is 1 nN. The reduced (001) stiffnesses are 70, 70 and 147 GPa, all positive. The critical values are

$$h_c=\frac{\pi}{2}\frac{1}{\sqrt{72}-\sqrt{70}}\ \text{nm}=13.2\ \text{nm},\qquad k_c=\sqrt{\sqrt{70\times72}-70}\ \text{nm}^{-1}=0.996\ \text{nm}^{-1}.$$

The wavelength $2\pi/k_c$ is 6.3 nm.

At 10 nm the three contributions to $\Lambda$ near its minimum are $-1.98$ from the negative shear stiffness, $+0.98$ from lateral strain gradients and $+1.75$ from clamping. Their sum is $+0.75$ GPa/nm². At 20 nm the clamping term is about four times smaller, and the minimum is $-0.56$ GPa/nm². The reduced stiffness is the same in both films, yet only the thinner one is stable.

To look for earlier instabilities, all three displacement components were expanded in polynomials in $z$ that vanish at the substrate. The lowest stiffness was computed over $k$ and over azimuths from $[100]$ to $[110]$ in steps of 7.5°. The first instability appeared at 13.2 nm with the wavevector along $[110]$, which is the shear mode above. At that thickness the lowest stiffness along $[100]$ was still $+0.17$ GPa/nm². The margin is small. The $[100]$ mode, a shear in the plane containing the film normal, becomes unstable at 14.0 nm. With the other parameters fixed it overtakes the $[110]$ mode at larger $|C'|$: 4.43 against 4.47 nm for $C'=-6$ GPa, and 2.14 against 2.28 nm for $C'=-12$ GPa. This is numerical evidence for these parameters, not a proof for all cubic films.

### What a yielding substrate shows

Let the substrate be a deep isotropic solid of shear modulus $\mu_s$. The shear wave continues into it as $f(0)e^{kz}\cos ks$ for $z<0$, with energy per area

$$\frac{\mu_s}{4}\int_{-\infty}^0 2k^2f(0)^2e^{2kz}dz=\frac{\mu_sk}{4}f(0)^2 .$$

Varying $f(0)$ in the total energy gives $(C_{44}+gk^2)f'(0)=\mu_skf(0)$. The film solution with a free top is $f=\cos q(h-z)$, so $f'(0)/f(0)=q\tan qh$. At marginal stability

$$h(k)=\frac1q\arctan\frac{\mu_sk}{q(C_{44}+gk^2)},\qquad q^2=\frac{k^2(|C'|-gk^2)}{C_{44}+gk^2}.$$

The critical thickness for this mode is the minimum of $h(k)$ over $k$. A rigid substrate makes the arctangent $\pi/2$ and restores the earlier result. For small $\mu_s$, $h(k)\approx\mu_s/[k(|C'|-gk^2)]$, which vanishes with $\mu_s$: without the clamp there is no protected thickness. With the film parameters fixed, $\mu_s=130$ GPa gives 12.7 nm, 4% below the rigid value, while $\mu_s=1$ GPa gives 0.9 nm. The last value is too thin for continuum theory to be quantitative. These values hold for the $[110]$ shear mode alone and are upper bounds on survival. The mode with wavevector along $[100]$ still fails later at $\mu_s=130$ GPa (13.0 nm for a substrate Poisson ratio of 0.18), but it fails first on softer substrates. At $\mu_s=70$ GPa and Poisson ratio 0.25 it fails at 11.9 nm, against 12.2 nm for the $[110]$ mode. At $\mu_s=1$ GPa and Poisson ratio 0.3 it fails at about 0.3 nm, because a thin film stretched along $[100]$ has the plane-stress modulus $C_{11}-C_{12}^2/C_{11}=-8.1$ GPa, about $4C'$.

### Beside a real film

The parameters are rough values in the regime of a soft iron–palladium shape-memory alloy on magnesia. The negative $C'$ is an assumed continuation below the bulk stability limit. The gradient coefficient $g$ is also an assumed round value, not a measured one. Since $h_c\propto\sqrt g$, making $g$ three times smaller or larger moves the critical thickness to about 8 or 23 nm. Exact lattice matching is the assumption such a film breaks most clearly: the natural misfit is roughly ten percent, so coherent growth is not expected and some strain remains after relaxation. If the residual strain is 0.1% and the rough third-order modulus is 1000 GPa, $C'$ shifts by about 1 GPa in either direction. With $g$ held fixed, the critical thickness then lies anywhere from about 9 to 26 nm. Cooling by 10 K, at a rough slope of 0.05 GPa/K, would lower it from 13 to about 11 nm.

Smaller omissions are surface elasticity and atomic discreteness. A surface modulus of 1 N/m is about 4% of $|C'|h_c$, but the shear is largest at the free surface, so the critical thickness of the $[110]$ mode rises by about 7% if the surface shear modulus is positive and falls by about 8% if it is negative. A rough measure of discreteness is $(k_cd)^2\approx7\%$ for a distance $d=0.27$ nm between neighbouring atoms; this is an order of magnitude for the neglected terms, not a computed shift of the critical thickness. The 13 nm figure therefore illustrates the scale and is not a prediction for this alloy. Even below the critical thickness, a first-order transformation may still start from a finite nucleus, which an analysis of small displacements cannot exclude.
